# Why the optical gap of a nanocrystal barely feels dielectric mismatch

**Definitions and conventions**

The nanocrystal is a sphere of radius $R$ with static, local dielectric constant $\epsilon_{\rm in}$, in a medium of constant $\epsilon_{\rm out}$, with a sharp step at the surface. Positions are $\mathbf x=\mathbf r/R$ with $x=|\mathbf x|<1$, and $\gamma$ is the angle between two positions. The abbreviations are

$$\epsilon=\frac{\epsilon_{\rm in}}{\epsilon_{\rm out}},\quad \beta=\frac1{\epsilon+1},\quad K=\frac{\epsilon-1}{\epsilon+1},\quad E_C=\frac{e^2}{4\pi\varepsilon_0\epsilon_{\rm in}R}.$$

Electron and hole move in single parabolic bands of masses $m_e,m_h$, with reduced mass $\mu$, above a bulk gap $E_g$, and a hard wall confines both. The quasiparticle gap $E_{\rm QP}$ is the cost of adding an electron to one neutral crystal and a hole to another. The optical gap $E_{\rm opt}$ is the lowest level of the pair in one crystal, and $E_b=E_{\rm QP}-E_{\rm opt}$. A prefix $\Delta$ denotes the change from the matched case $\epsilon=1$ at fixed $\epsilon_{\rm in}$. The pair obeys the Bethe-Salpeter equation in the Tamm-Dancoff approximation with static screening; electron-hole exchange is left out.

The statement that self-energies cancel against the image attraction is exact for one term of the Legendre series, the monopole. For the other terms there is no cancellation in the lowest pair state at first order in strong confinement, and at the radii computed below, up to about twice the bulk exciton radius, electron-hole correlation brings a partial one. The insensitivity of $E_{\rm opt}$ comes from the fact that the monopole is the one term whose coefficient, in units of $E_C$, grows in proportion to $\epsilon$ while the others saturate.

**The screened interaction**

A unit source at $\mathbf x'$ gives, for $x>x'$, the direct potential $1/|\mathbf x-\mathbf x'|=\sum_l x'^l x^{-l-1}P_l(\cos\gamma)$. The polarization charge sits on the surface, so its potential solves Laplace's equation on each side: inside it goes as $x^l$, to be regular at the centre, and outside the total goes as $x^{-l-1}$, to vanish at infinity. The $l$-th harmonic, in units of $E_C$, is $x'^l(x^{-l-1}+\alpha_l x^l)$ inside and $x'^l B_l x^{-l-1}$ outside. Continuity of the potential at $x=1$ gives $1+\alpha_l=B_l$. Continuity of the normal displacement, divided by $\epsilon_{\rm out}$, gives $\epsilon[-(l+1)+l\alpha_l]=-(l+1)B_l$. Eliminating $B_l$ and collecting $\alpha_l$ yields $\alpha_l(\epsilon l+l+1)=(\epsilon-1)(l+1)$. Since $\epsilon l+l+1=(\epsilon+1)(l+\beta)$,

$$W=E_C\left[\frac1{|\mathbf x-\mathbf x'|}+G\right],\qquad G(\mathbf x,\mathbf x')=\sum_{l=0}^\infty\alpha_l\,(xx')^lP_l(\cos\gamma),$$

$$\alpha_l=K\,\frac{l+1}{l+\beta},\qquad \alpha_0=\frac K\beta=\epsilon-1 .$$

The monopole term is a constant, $E_C\alpha_0=(e^2/4\pi\varepsilon_0R)(1/\epsilon_{\rm out}-1/\epsilon_{\rm in})$. For $l\ge1$ and $\epsilon\to\infty$, where $K\to1$ and $\beta\to0$, the coefficient tends to the finite value $(l+1)/l$.

The series can be summed. Write $(l+1)/(l+\beta)=1+(1-\beta)/(l+\beta)$ and $1/(l+\beta)=\int_0^1s^{l+\beta-1}ds$, and use the generating function $\sum_l\tau^lP_l(c)=(1-2\tau c+\tau^2)^{-1/2}$ with $\tau=s\,xx'$:

$$G=K\left[\frac1{\rho(1)}+(1-\beta)\int_0^1\frac{s^{\beta-1}ds}{\rho(s)}\right],\qquad \rho(s)=\sqrt{1-2s\,xx'\cos\gamma+s^2x^2x'^2}.$$

Because $\rho(s)=s\,x'\,|\mathbf x-\mathbf x'/(s\,x'^2)|$, the first term is a point image at $\mathbf x'/x'^2$ and the second is a line of images from there to infinity. On the diagonal $P_l=1$, and with $t=x^2$

$$G(\mathbf x,\mathbf x)=\epsilon-1+K\left[\frac{t}{1-t}+(1-\beta)\sum_{l\ge1}\frac{t^l}{l+\beta}\right].$$

Near the wall $1-t\approx2(1-x)$, so $\tfrac12E_CG\to Ke^2/(16\pi\varepsilon_0\epsilon_{\rm in}d)$ with $d=R(1-x)$, the image energy of a flat interface. The divergence belongs to the sharp step; it is integrable here because the hard wall makes the density vanish as $d^2$.

**Self-energy: the factor one half and the sign for the hole**

A classical charge built up from $0$ to $q$ at $\mathbf x$ feels the potential $q'G(\mathbf x,\mathbf x)$ of the polarization it has already induced, so the work is $\int_0^q q'G\,dq'=\tfrac12q^2G$, the same for $q=\pm1$. The many-body result is less direct, because the screened-exchange term acts on occupied states alone.

The static COHSEX self-energy is $\Sigma_{ij}=\tfrac12\delta_{ij}(W-v)_{ii}-P_{ij}W_{ij}$, with $v$ the bare interaction and $P$ the projector on occupied one-spin orbitals, written in a basis of localized sites $i$ with real orbitals. The surroundings change $W$ by $E_CG$. To first order, with $P$ fixed, and in units of $E_C$,

$$\delta\Sigma_{ij}=\tfrac12\delta_{ij}G_{ii}-P_{ij}G_{ij}=\tfrac12S_{ij}G_{ij},\qquad S=1-2P .$$

An empty orbital has $P\psi=0$ and $S\psi=+\psi$; an occupied one has $S\psi=-\psi$. Split $G_{ij}=\tfrac12(G_{ii}+G_{jj})+D_{ij}$. In the first part the sum over the index that $G$ does not carry is $\sum_jS_{ij}\psi_j=\pm\psi_i$, and the two halves are equal, so

$$\langle\psi|\delta\Sigma|\psi\rangle=\pm\tfrac12\sum_i\psi_i^2G_{ii}+\tfrac12\sum_{ij}\psi_iS_{ij}\psi_jD_{ij}.$$

The constant $\alpha_0$ drops out of $D_{ij}$, and the next section shows that $D_{ij}$ is of second order in the separation of the sites. In a gapped crystal $S_{ij}$ has a finite range $\xi$, so the last term is of order $(\xi/R)^2$ for states away from the wall. Near the wall, two sites on a radius at depths $d_1,d_2$ (in units of $R$) have $G\approx K/(d_1+d_2)$, so $D\approx-K(d_1-d_2)^2/8d^3$; against a hard-wall density $\propto d^2$ this integrates to a logarithm, and the remainder becomes of order $(\xi/R)^2\ln(R/\xi)$, which still vanishes for $\xi\ll R$. The conduction level rises by $\tfrac12\langle G\rangle$ and the valence level falls by as much. A hole costs minus the valence level, so each carrier costs $+\tfrac12E_C\langle G(\mathbf x,\mathbf x)\rangle$.

A half-filled chain shows how the remainder scales. Place $N$ equally spaced sites on a diameter from $-0.9$ to $0.9$, with hoppings alternating between $-1$ and $-0.5$ and strong bonds at the ends, diagonalize to get $P$, and take $\epsilon=10$. For $N=400$ the lowest empty level shifts by $4.60798\,E_C$, against $4.60811\,E_C$ from the local term, and the highest filled level shifts by the negatives of these. The difference, $1.3\times10^{-4}E_C$, is about $0.1\%$ of the part above the monopole $\alpha_0/2=4.5$. For $N=200$ it is $5.3\times10^{-4}E_C$, larger by 4.13, near the factor 4 that $(\xi/R)^2$ gives. These chains have $\xi\ll R$, which a crystal of a few nanometres need not. With hoppings of $1.5$ and $0.75$ eV the gap is $1.5$ eV, a band-edge mass of $0.24\,m_0$ fixes the two-site cell at $0.46$ nm, and a crystal with $R=2$ nm holds $N=16$ sites on the same segment. The shift is then lower than the local term by $0.11\,E_C$, about a third of the part above the monopole. The chain is only a one-dimensional indication, but it shows that at such sizes the remainder is small against the monopole and need not be small against the $l\ge1$ terms.

**The pair potential as a sum of squares**

The direct kernel of the Bethe-Salpeter equation is $-W(\mathbf x_e,\mathbf x_h)$. The envelope Hamiltonian is therefore

$$H=E_g-\frac{\hbar^2\nabla_e^2}{2m_eR^2}-\frac{\hbar^2\nabla_h^2}{2m_hR^2}-\frac{E_C}{|\mathbf x_e-\mathbf x_h|}+E_CV,$$

$$V=\tfrac12G_{ee}+\tfrac12G_{hh}-G_{eh}=\tfrac12\sum_{ij}q_iq_jG(\mathbf x_i,\mathbf x_j),\qquad q_e=-1,\ q_h=+1 .$$

The addition theorem $P_l(\cos\gamma)=\frac{4\pi}{2l+1}\sum_mY_{lm}^*(\hat{\mathbf x}_i)Y_{lm}(\hat{\mathbf x}_j)$ factorizes the double sum for any set of charges:

$$V=\tfrac12\sum_{l}\alpha_l\,\frac{4\pi}{2l+1}\sum_m|Q_{lm}|^2,\qquad Q_{lm}=\sum_iq_i\,x_i^lY_{lm}(\hat{\mathbf x}_i).$$

The polarization energy depends on the multipole moments of the whole charge distribution. With $|Y_{00}|^2=1/4\pi$ the $l=0$ term is $\tfrac12\alpha_0Q^2$, where $Q=\sum_iq_i$. For the pair it reads $\tfrac12\alpha_0+\tfrac12\alpha_0-\alpha_0=0$ at every configuration, so the monopole is absent from $H$ as an operator, for every state and every degree of correlation.

Gauss's law gives the physical reason. The spherical part of the displacement outside is $D=Qe/4\pi r^2$ whatever the medium, and its energy is $\int_R^\infty 4\pi r^2D^2/(2\varepsilon_0\epsilon_{\rm out})\,dr=Q^2e^2/(8\pi\varepsilon_0\epsilon_{\rm out}R)$. Subtracting the same expression with $\epsilon_{\rm in}$ gives $\tfrac12E_C(\epsilon-1)Q^2$. The quasiparticle gap involves two separate crystals with $Q=\pm1$ and pays this energy twice; a neutral pair has no such field. A charged three-particle complex, with $Q=\pm1$, keeps $\tfrac12\alpha_0E_C$.

For $l\ge1$ the moment $Q_{lm}=x_h^lY_{lm}(\hat{\mathbf x}_h)-x_e^lY_{lm}(\hat{\mathbf x}_e)$ vanishes at $\mathbf x_e=\mathbf x_h$ and is linear in the separation nearby, so $V$ is quadratic in it. The same holds for $D_{ij}$, which is $-V$ evaluated at sites $i,j$. For $l=1$, $xx'P_1=\mathbf x\cdot\mathbf x'$ and the term is $\tfrac12\alpha_1|\mathbf x_e-\mathbf x_h|^2$, the reaction-field energy of the instantaneous dipole. Every $\alpha_l$ has the sign of $\epsilon-1$ and multiplies a square, so $V$ has that sign.

The quotient rule gives

$$\frac{d\alpha_l}{d\epsilon}=\frac{(l+1)[(\epsilon l+l+1)-(\epsilon-1)l]}{(\epsilon l+l+1)^2}=\frac{(l+1)(2l+1)}{(\epsilon l+l+1)^2}>0 .$$

Thus $V$ increases with $\epsilon$ at each configuration and stays below $V_\infty$, the sum with $\alpha_l=(l+1)/l$ for $l\ge1$. By the min-max principle each level of $H$ rises with $\epsilon$. With the matched ground state $\psi_0$ as trial function, $\Delta E_{\rm opt}\le E_C\langle\psi_0|V_\infty|\psi_0\rangle$, a bound that is independent of $\epsilon_{\rm out}$ and finite because $|\psi_0|^2$ vanishes quadratically at the wall. For $\epsilon>1$ the one-particle potentials are at least $\tfrac12\alpha_0E_C$ each, so $\Delta E_{\rm QP}\ge E_C(\epsilon-1)$. These two inequalities are the general content of the insensitivity within this model.

**Strong confinement: the series for the residual**

The confinement energy of the lowest pair state is $T_0=\hbar^2\pi^2/2\mu R^2$. With the bulk exciton radius $a_X=4\pi\varepsilon_0\epsilon_{\rm in}\hbar^2/\mu e^2$ one has $E_C=\hbar^2/\mu a_XR$ and $E_C/T_0=2R/(\pi^2a_X)$. First-order perturbation theory needs $E_C$ small against the level spacing of the heavier carrier, which scales as $\hbar^2\pi^2/2m_hR^2$ for $m_h\ge m_e$; for comparable masses this amounts to the ratio above being small. A large $\alpha_0$ does not spoil it, because a constant does not mix states.

Both carriers occupy the $1s$ state with radial density $2\sin^2(\pi x)\,dx=(1-\cos kx)\,dx$, $k=2\pi$. In $\langle G_{eh}\rangle$ the directions are independent and uniform, the average of $P_l(\cos\gamma)$ vanishes for $l\ge1$, and $\langle G_{eh}\rangle=\alpha_0$. In the self-energies $\gamma=0$ and every $l$ contributes. With $M_n=\langle x^n\rangle$,

$$\tfrac12\langle G_{ee}\rangle+\tfrac12\langle G_{hh}\rangle=\alpha_0+KF(\beta),\qquad F(\beta)=\sum_{l\ge1}\frac{l+1}{l+\beta}M_{2l}.$$

To first order, then,

$$\Delta E_{\rm QP}=E_C[(\epsilon-1)+KF],\qquad \Delta E_b=E_C(\epsilon-1),\qquad \Delta E_{\rm opt}=E_C\,KF .$$

At this order none of the $l\ge1$ self-energy is cancelled.

The moments are $M_n=1/(n+1)-C_n$ with $C_n=\int_0^1x^n\cos kx\,dx$. One integration by parts, with $\sin k=0$, gives $C_n=-(n/k)\int_0^1x^{n-1}\sin kx\,dx$. A second, with $\cos k=1$, gives $\int_0^1x^{n-1}\sin kx\,dx=-1/k+(n-1)C_{n-2}/k$ for $n\ge2$. Hence

$$C_n=\frac{n}{k^2}-\frac{n(n-1)}{k^2}C_{n-2},\qquad C_0=0,$$

and $M_2=\tfrac13-\tfrac1{2\pi^2}=0.282673$. Each step multiplies a rounding error by $n(n-1)/k^2$, so high orders need extended-precision arithmetic. For large $n$ the weight lies near the wall. With $y=1-x$ and $\sin^2\pi y\approx\pi^2y^2$,

$$M_n\to2\pi^2\int_0^1(1-y)^ny^2dy=\frac{4\pi^2}{(n+1)(n+2)(n+3)} .$$

The terms of $F$ fall as $l^{-3}$, and truncation at $l=L$ leaves a tail of order $L^{-2}$. The values of $F$ at intermediate $\beta$ quoted below use the recurrence up to $l=400$ and the asymptotic form beyond.

Two limits close. For $\beta=1$, metallic surroundings, $F(1)=\sum_lM_{2l}=\langle1/(1-x^2)\rangle-1$. Write $1/(1-x^2)=\tfrac12[1/(1-x)+1/(1+x)]$ and substitute $u=1-x$ in the first piece and $u=1+x$ in the second. Both leave $\cos kx=\cos ku$, since $k=2\pi$, and the ranges $(0,1)$ and $(1,2)$ join:

$$F(1)=\tfrac12\int_0^2\frac{1-\cos ku}{u}du-1=\tfrac12\,{\rm Cin}(4\pi)-1,$$

where ${\rm Cin}(z)=\int_0^z(1-\cos s)\,ds/s$. With ${\rm Cin}(4\pi)=3.114357$, $F(1)=0.557178$. For $\beta=0$ the factor is $1+1/l$ and $\sum_lt^l/l=-\ln(1-t)$, so $F(0)=F(1)-\langle\ln(1-x^2)\rangle$. The same substitutions in $\ln(1-x)+\ln(1+x)$ give $\langle\ln(1-x^2)\rangle=\int_0^2(1-\cos ku)\ln u\,du$. The first part is $2\ln2-2$. In the second, parts give $\int_0^2\cos ku\ln u\,du=-\int_0^2\sin ku\,du/(ku)=-{\rm Si}(4\pi)/k$, with ${\rm Si}(z)=\int_0^z\sin s\,ds/s$ and a boundary term that vanishes at both ends. So

$$F(0)=F(1)+2-2\ln2-\frac{{\rm Si}(4\pi)}{2\pi}=0.557178+0.376221=0.933399,$$

using ${\rm Si}(4\pi)=1.492161$. Since $KF=\sum_{l\ge1}\alpha_lM_{2l}$ rises with $\epsilon$, from $\alpha_l=-1$ at $\epsilon\to0$ to $(l+1)/l$ at $\epsilon\to\infty$, the first-order shift obeys $-F(1)<\Delta E_{\rm opt}/E_C<F(0)$.

The fraction of the quasiparticle shift that survives follows on dividing numerator and denominator by $K$:

$$\frac{\Delta E_{\rm opt}}{\Delta E_{\rm QP}}=\frac{F}{\epsilon+1+F}.$$

At weak mismatch $\beta=\tfrac12$, $F=0.6903$, and the fraction is $0.6903/2.6903=0.257$. It falls as $F(0)/\epsilon$ at large $\epsilon$. For $\epsilon>1$ the cancellation is least complete, about three quarters, where the shifts are small, and most complete where they are large. For $\epsilon<1$ the surviving fraction instead grows with the mismatch, to $0.325$ at $\epsilon=0.25$ and toward $F(1)/[1+F(1)]=0.36$ as $\epsilon\to0$, where all shifts stay of order $E_C$.

The direct term is $-JE_C$ with $J=\langle1/|\mathbf x_e-\mathbf x_h|\rangle$. The angular average keeps $l=0$, which is $1/\max(x_e,x_h)=\int_{\max}^\infty ds/s^2$. Exchanging the order of integration gives $J=\int_0^\infty q(s)^2ds/s^2$, where $q(s)$ is the probability within radius $s$: $q=s-\sin(ks)/k$ inside and $1$ outside. The outside gives $1$. Inside, $q^2/s^2=1-2\sin ks/(ks)+\sin^2ks/(ks)^2$; the second term integrates to $-2\,{\rm Si}(k)/k$, and the third, by parts with vanishing boundary term, to $\int_0^1\sin 2ks\,ds/(ks)={\rm Si}(2k)/k$. With ${\rm Si}(2\pi)=1.418152$,

$$J=2-\frac{1.418152}{\pi}+\frac{1.492161}{2\pi}=1.786073 .$$

The first-order binding energy is $E_b=E_C[(J-1)+\epsilon]$: the part from the field inside is screened by $\epsilon_{\rm in}$ and the part from the field outside by $\epsilon_{\rm out}$. The optical gap is $E_{\rm opt}=E_g+T_0+(KF-J)E_C$.

**Worked example**

Take round model parameters: $E_g=1.5$ eV, $\epsilon_{\rm in}=10$, $m_e=0.15\,m_0$, $m_h=0.6\,m_0$, $R=2$ nm. Then $\mu=0.12\,m_0$. With $e^2/4\pi\varepsilon_0=1.43996$ eV nm and $\hbar^2/2m_0=0.038100$ eV nm², $E_C=1.43996/(10\times2)=0.07200$ eV, $T_0=0.038100\,\pi^2/(0.12\times4)=0.7834$ eV, $a_X=2\times0.038100\times10/(1.43996\times0.12)=4.41$ nm and $JE_C=0.1286$ eV. In vacuum $\epsilon=10$ and $\alpha_l=9(l+1)/(11l+1)$.

| $l$ | $\alpha_l$ | $M_{2l}$ | $\alpha_lM_{2l}$ | partial sum |
|---|---|---|---|---|
| 1 | 1.5000 | 0.28267 | 0.42401 | 0.42401 |
| 2 | 1.1739 | 0.11408 | 0.13392 | 0.55793 |
| 3 | 1.0588 | 0.05617 | 0.05947 | 0.61740 |
| 4 | 1.0000 | 0.03144 | 0.03144 | 0.64884 |
| 5 | 0.9643 | 0.01924 | 0.01856 | 0.66739 |
| 6 | 0.9403 | 0.01258 | 0.01183 | 0.67922 |

The full sum is $KF=0.8182\times0.87474=0.7157$, so six terms miss about $5\%$ of it. The monopole is $9\times0.0720=0.648$ eV and the residual is $0.7157\times0.0720=0.0515$ eV. Hence $\Delta E_{\rm QP}=0.6480+0.0515=0.6995$ eV, of which $0.87474/11.87474=7.4\%$ survives, and $E_{\rm opt}=1.5+0.7834-0.1286+0.0515=2.2063$ eV. The first-order bound for any surroundings is $F(0)E_C=0.0672$ eV.

To go beyond first order, $H$ is diagonalized at zero total angular momentum in the basis $j_l(z_{nl}x_e)\,j_l(z_{n'l}x_h)\,P_l(\cos\gamma)$, where $z_{nl}$ is the $n$-th zero of the spherical Bessel function $j_l$. Keeping $l\le6$ and $n,n'\le8$ gives $7\times8\times8=448$ functions; radial and angular integrals use 200-point Gauss-Legendre quadrature. $E_{\rm QP}$ comes from the one-particle Hamiltonians with potential $\tfrac12E_CG(\mathbf x,\mathbf x)$ in the eight $l=0$ functions. These are variational levels of the model in a finite basis. All energies are in eV; the last column is the first-order shift.

| $\epsilon_{\rm out}$ | $E_{\rm QP}$ | $E_b$ | $E_{\rm opt}$ | $\Delta E_{\rm opt}$ | $KFE_C$ |
|---|---|---|---|---|---|
| 40 | 2.203 | 0.078 | 2.125 | −0.024 | −0.026 |
| 10 | 2.283 | 0.134 | 2.149 | 0 | 0 |
| 4 | 2.415 | 0.244 | 2.171 | +0.021 | +0.024 |
| 2 | 2.610 | 0.426 | 2.184 | +0.035 | +0.040 |
| 1 | 2.981 | 0.787 | 2.194 | +0.045 | +0.052 |

From matched surroundings to vacuum the quasiparticle gap rises by 0.698 eV and the optical gap by 0.045 eV, which through $\lambda=hc/E_{\rm opt}$ moves the line from 577 nm to 565 nm. At the formal value $\epsilon=1000$ the same calculation gives $\Delta E_{\rm QP}=999.9\,E_C$ and $\Delta E_{\rm opt}=0.80\,E_C$, below the first-order limit $0.93\,E_C$.

The diagonalized shift in vacuum, 44.8 meV, is 0.87 of the first-order 51.5 meV; a smaller basis with $l\le4$, $n\le6$ changes it by 0.01 meV. Part of the reduction comes from angular correlation. When the hole favours the electron's side, the $l\ge1$ image kernel no longer averages to zero, and its expectation value in the ground state is 2.7 meV, which enters $V$ with a minus sign. This is less than half of the 6.7 meV reduction. A conjecture for the rest is that the repulsive self-energy and the mutual attraction both pull the carriers toward the centre and lower the moments $M_{2l}$; that $\Delta E_{\rm QP}$ itself is 0.698 eV against the first-order 0.6995 eV is consistent with the first of these effects. At $R=8$ nm, beyond $a_X$, first order gives 12.9 meV and diagonalization 7.2 meV, a ratio of 0.56, with $\Delta E_{\rm QP}=173.5$ meV. The $l\ge1$ kernel is there 2.3 meV, a larger share of the first-order shift. The growing share agrees with $V$ vanishing at $\mathbf x_e=\mathbf x_h$, since $V$ is small for a pair that is compact compared with its distance from the wall, but at this radius the kernel is still less than half of the 5.7 meV reduction.

**Where the result fails or weakens**

The monopole argument needs $Q=0$ and both carriers inside the sphere. If an envelope leaks past $x=1$, the interior form of $G$ does not apply there, and the part of the pair inside the surface is no longer neutral at each configuration. For a pair held apart by a core-shell potential the monopole still cancels, but the residual can be large: with the electron at the centre, $G_{ee}=G_{eh}=\alpha_0$ and $V=\tfrac12\sum_{l\ge1}\alpha_lx_h^{2l}$, which grows as $K/[4(1-x_h)]$ when the hole nears the wall. The bound $F(0)E_C$ belongs to the $1s$ density at first order and does not carry over to such states.

The cancellation also uses the same $G$ in the self-energy and in the kernel, which holds here because both are static. Frequency-dependent screening, the exchange kernel, band mixing, a smooth dielectric profile and any dependence of $\epsilon_{\rm in}$ on size lie outside the model, and the shifts of a few tens of meV found above do not include them. Nor do they include the remainder of order $(\xi/R)^2$ in the self-energy or nonparabolicity. In the example at $R=2$ nm, where $T_0/E_g\approx0.5$, neither is negligible: the chain estimate puts the remainder at several meV per carrier, so the tabulated $\Delta E_{\rm opt}$ is a value of the envelope model and fixes only the order of magnitude for a real crystal of that size.
